# Channel-Potential Variance from Random Interface Charges beneath a Metal Gate

## The decision

A calculation of potential fluctuations in a transistor channel must fix where the charges sit, and at what depth the potential is read. It is tempting to put both in the interface plane. The variance then has no converged value: each refinement of the mesh admits closer approaches to a point charge and adds to it. A distance must be supplied, for example by setting the charges back from the channel or by giving the channel its thickness. These notes derive how the variance depends on that distance.

## Model and conventions

The interface is the plane \(z=0\). Oxide, of relative permittivity \(\epsilon_o\), fills \(0<z<t\), and a metal gate at fixed potential lies at \(z=t\). Semiconductor, of relative permittivity \(\epsilon_s\), fills \(z<0\). A point charge \(q\) sits in the oxide at \(z=d\), with \(0\le d<t\); \(d\) is its set-back. The potential is read at depth \(s\), that is, at \(z=-s\). Units are SI, the dielectrics are linear and static, and mobile carriers do not respond. The result is therefore the bare variance; screening is estimated at the end.

With \(\phi_k=\int d^2r\,\phi(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}\), Poisson's equation in the oxide becomes
\[
\epsilon_o(\phi_k''-k^2\phi_k)=-\frac{q}{\epsilon_0}\,\delta(z-d).
\]

## Potential of one charge

In the semiconductor the decaying solution is \(Ae^{kz}\). Continuity of \(\phi_k\) and of \(\epsilon\phi_k'\) at \(z=0\) continues it into the oxide as \(Au(z)\), with
\[
u(z)=\cosh kz+\frac{\epsilon_s}{\epsilon_o}\sinh kz .
\]
Above the charge the solution that vanishes on the gate is \(Bv(z)\), with \(v=\sinh k(t-z)\). At \(z=d\) the potential is continuous, so \(B=Au/v\), and its slope jumps:
\[
\epsilon_o\,(Au'-Bv')=\frac{q}{\epsilon_0}
\quad\Rightarrow\quad
\epsilon_oA\,(u'v-uv')=\frac{q}{\epsilon_0}\,v(d).
\]
Since \(u''=k^2u\) and \(v''=k^2v\), the combination \(u'v-uv'\) does not depend on \(z\). At \(z=0\) it equals \(k[(\epsilon_s/\epsilon_o)\sinh kt+\cosh kt]\). Hence
\[
\phi_k=\frac{q\,e^{-ks}\sinh k(t-d)}{\epsilon_0k\,[\epsilon_o\cosh kt+\epsilon_s\sinh kt]} .
\]

Define \(\Sigma=\epsilon_o+\epsilon_s\) and \(\lambda=(\epsilon_s-\epsilon_o)/\Sigma\), so that \(|\lambda|<1\). The square bracket is \(\tfrac12\Sigma e^{kt}(1-\lambda e^{-2kt})\), and \(\sinh k(t-d)=\tfrac12e^{kt}(e^{-kd}-e^{-k(2t-d)})\). Therefore
\[
\phi_k=\frac{q}{\epsilon_0\Sigma}\,\frac{H(k)}{k},\qquad
H=e^{-ks}\,\frac{e^{-kd}-e^{-k(2t-d)}}{1-\lambda e^{-2kt}} .
\]

Expanding the denominator gives terms \(e^{-kh}/k\), each the transform of \(1/(2\pi\sqrt{r^2+h^2})\). They are image charges. They come in pairs of opposite sign, so the leading \(1/r\) parts cancel and the potential falls as \(1/r^3\) far away. Close to the charge, with \(s=d=0\), the one singular term is
\[
\phi\simeq\frac{a}{r},\qquad a=\frac{q}{2\pi\epsilon_0\Sigma}.
\]

## Adding independent charges

Let the number \(M\) of charges in a large area \(S\) be Poisson distributed with mean \(NS\), each placed uniformly and independently. One charge contributes the average factor \(\langle e^{iu\phi}\rangle=1+c/S\), where \(c=\int d^2r\,(e^{iu\phi}-1)\). For the total potential \(\Phi\),
\[
\langle e^{iu\Phi}\rangle=\sum_M e^{-NS}\frac{(NS)^M}{M!}\Big(1+\frac cS\Big)^M=e^{Nc}.
\]
When the moments exist, expansion of \(Nc\) in \(u\) gives the mean \(N\int d^2r\,\phi\) and the variance \(N\int d^2r\,\phi^2\).

For independent populations of both signs the exponents add. The integral of \(\phi\) is \(\phi_k\) at \(k\to0\), so with \(q=\pm e\)
\[
\langle\Phi\rangle=(N_+-N_-)\frac{e(t-d)}{\epsilon_0\epsilon_o},\qquad
\sigma^2=(N_++N_-)\int d^2r\,\phi^2 .
\]
Opposite signs cancel in the mean and add in the variance. Writing \(N=N_++N_-\) and using Parseval's theorem, \(\int d^2r\,\phi^2=\int_0^\infty k\,dk\,|\phi_k|^2/2\pi\), we get
\[
\sigma^2=\sigma_1^2J,\qquad
\sigma_1^2=\frac{Ne^2}{2\pi\epsilon_0^2\Sigma^2},\qquad
J=\int_0^\infty\frac{dk}{k}\,H^2(k).
\]

## Where the integral diverges

Take \(s=d=0\). At large \(k\), \(H\to1\) and the integrand becomes \(dk/k\): the integral diverges logarithmically. In real space the same divergence comes from close charges,
\[
N\int_{r_c}2\pi r\,dr\,\frac{a^2}{r^2}=2\pi Na^2\ln\frac1{r_c}+\text{const}
=\sigma_1^2\ln\frac1{r_c}+\text{const}.
\]
Each tenfold reduction of the cut-off radius \(r_c\) should add \(\ln10=2.3026\) to \(J\). Numerical integration of the full image potential gives 2.3025. A mesh of spacing \(h\) acts as a cut-off of order \(h\), which is why refinement does not converge.

The gate acts at the other end of the integral. For small \(k\), since \(1-\lambda=2\epsilon_o/\Sigma\),
\[
H\simeq\frac{2k(t-d)}{1-\lambda}=\frac{k\Sigma(t-d)}{\epsilon_o},
\]
and the integrand vanishes in proportion to \(k\). With the gate removed, \(t\to\infty\), \(H=e^{-k(s+d)}\) tends to one at small \(k\), and a second logarithmic divergence appears, from distant charges. Set-back does not cure that one, and the gate does not cure the first.

## The integral in closed form

Square \(H\), using \((1-x)^{-2}=\sum_{n\ge0}(n+1)x^n\):
\[
H^2=\sum_{n\ge0}(n+1)\lambda^n\big[e^{-2k\alpha_n}-2e^{-2k\beta_n}+e^{-2k\gamma_n}\big],
\]
\[
\alpha_n=s+d+nt,\quad \beta_n=s+(n+1)t,\quad \gamma_n=s+(n+2)t-d .
\]
For positive \(p_1,p_2\),
\[
\int_0^\infty\frac{dk}{k}(e^{-p_1k}-e^{-p_2k})=\int_{p_1}^{p_2}dp\int_0^\infty dk\,e^{-pk}=\ln\frac{p_2}{p_1}.
\]
Each bracket is two such differences, \((e^{-2k\alpha_n}-e^{-2k\beta_n})-(e^{-2k\beta_n}-e^{-2k\gamma_n})\), so its integral is \(\ln(\beta_n/\alpha_n)-\ln(\gamma_n/\beta_n)\). Thus
\[
\boxed{J(s,d)=\sum_{n\ge0}(n+1)\lambda^n\ln\frac{[s+(n+1)t]^2}{[s+d+nt]\,[s+(n+2)t-d]}}
\]
The sum may be integrated term by term because every bracket is a perfect square, hence non-negative, and \(|\lambda|<1\).

**Close planes.** When \(s+d\ll t\), the \(n=0\) term tends to \(\ln[t/(s+d)]-\ln2\), and the others tend to constants:
\[
J\to\ln\frac{t}{s+d}+C(\lambda),\qquad
C=-\ln2+\sum_{n\ge1}(n+1)\lambda^n\ln\frac{(n+1)^2}{n(n+2)} .
\]
At this order set-back into the oxide and depth in the semiconductor are interchangeable. For equal permittivities \(\lambda=0\) and \(C=-\ln2\).

**Distant channel.** When \(s\) greatly exceeds both \(t\) and \(t\epsilon_s/\epsilon_o\), the factor \(e^{-2ks}\) confines the integral to small \(k\), where
\[
J\simeq\Big[\frac{\Sigma(t-d)}{\epsilon_o}\Big]^2\int_0^\infty k\,e^{-2ks}dk=\Big[\frac{\Sigma(t-d)}{2\epsilon_os}\Big]^2 .
\]
Here \(\sigma\) falls as \(1/s\): each charge and its image in the gate act as a dipole.

## A channel of finite thickness

An electron confined to a subband with normalized depth density \(g(x)\) has, to first order in the disturbance, its energy shifted by \(-e\bar\phi\), where \(\bar\phi=\int g(x)\phi(x)\,dx\) is the profile average of the potential. This average is what "channel potential" must mean if thickness is to help; the potential at a point of the charge plane keeps its infinite variance. Averaging replaces \(e^{-ks}\) by \(F(k)=\int g(x)e^{-kx}dx\). Since \(F^2=\iint g(x)g(x')e^{-k(x+x')}dx\,dx'\),
\[
\bar J=\iint g(x)g(x')\,J\Big(\frac{x+x'}2,d\Big)dx\,dx' .
\]
For \(d=0\) the singular part is \(\ln[1/(x+x')]\). A bounded density makes its integral near the origin finite. A density with a finite fraction of its weight concentrated at \(x=0\) does not, however far the rest extends.

If \(d=0\) and the channel is thin compared with \(t\), it behaves as a sheet at the equivalent depth \(s_{\rm eq}\) defined by \(\ln s_{\rm eq}=\langle\ln[(x+x')/2]\rangle\).

*Uniform slab, thickness \(w\).* With \(x=wu\), \(x'=wv\), the integral over \(v\) of \(\ln(u+v)\) is \((1+u)\ln(1+u)-u\ln u-1\). Integrating over \(u\) gives \((2\ln2-\tfrac34)+\tfrac14-1=2\ln2-\tfrac32\). After subtraction of \(\ln2\),
\[
s_{\rm eq}=2w\,e^{-3/2}\simeq0.45\,w .
\]

*Confined subband.* Take the Fang–Howard form \(g=\tfrac12b^3x^2e^{-bx}\), of mean depth \(3/b\). The sum \(U=x+x'\) has density
\[
\frac{b^6}{4}e^{-bU}\int_0^Ux^2(U-x)^2dx=\frac{b^6U^5}{120}e^{-bU}.
\]
Its mean logarithm is \(\psi(6)-\ln b\), where \(\psi\) is the logarithmic derivative of the gamma function and \(\psi(6)=1+\tfrac12+\tfrac13+\tfrac14+\tfrac15-\gamma=1.706\), with Euler's constant \(\gamma\). Hence \(s_{\rm eq}=e^{\psi(6)}/(2b)\).

## A third cure: averaging in the plane

Set-back and thickness are not the sole remedies. Averaging a sheet potential over an in-plane Gaussian of standard deviation \(\ell\) multiplies \(\phi_k\) by \(e^{-k^2\ell^2/2}\), and \(J\) is finite even for \(s=d=0\). To find the equivalent depth for \(\ell\ll t\), integrate by parts from a small \(\delta\):
\[
\int_\delta^\infty\frac{dk}{k}e^{-2ks}\to-\ln\delta-\gamma-\ln2s,\qquad
\int_\delta^\infty\frac{dk}{k}e^{-k^2\ell^2}\to-\ln\delta-\frac\gamma2-\ln\ell .
\]
Equating them gives \(s_{\rm eq}=\tfrac12\ell e^{-\gamma/2}\simeq0.37\,\ell\).

## Infinite variance, finite width

For \(s=d=0\) the probability distribution still exists. In its exponent \(Nc\), \(|e^{iu\phi}-1|\le2\), so the region of small \(r\) contributes a finite amount. Expansion to second order in \(u\) is what fails there. A rough estimate shows how: a potential of magnitude above a large \(v\) requires a charge within \(r=|a|/v\), with probability about \(\pi Na^2/v^2\). The probability density then falls as \(v^{-3}\), and the second moment diverges logarithmically. Rare sites next to a charge carry the divergence; the typical fluctuation is unaffected.

## Worked example

Take \(t=50\) nm, \(\epsilon_o=3.9\), \(\epsilon_s=10\) and \(N=10^{12}\ \mathrm{cm^{-2}}=0.01\ \mathrm{nm^{-2}}\). These are rough, round values in the regime of a silicon-carbide power transistor with a silicon-dioxide insulator. With \(e/\epsilon_0=18.10\) V nm,
\[
\sigma_1=\sqrt{\frac{0.01}{2\pi}}\;\frac{18.10}{13.9}\ \mathrm V=51.9\ \mathrm{mV},\qquad \lambda=0.439,\quad C=-0.339 .
\]
At fixed \(N\) and \(t\), sheet channels give:

| \(s\) (nm) | \(d\) (nm) | \(J\) | \(\sigma\) (mV) |
|---|---|---|---|
| 0.01 | 0 | 8.18 | 149 |
| 0.1 | 0 | 5.88 | 126 |
| 1 | 0 | 3.60 | 98.5 |
| 10 | 0 | 1.48 | 63.2 |
| 0 | 1 | 3.57 | 98.1 |
| 0 | 2 | 2.87 | 88.0 |

The growth is slow, because \(\sigma\) varies as the square root of a logarithm, but it has no limit.

For a confined subband of mean depth 2.5 nm, \(b=3/2.5=1.2\ \mathrm{nm^{-1}}\) and \(s_{\rm eq}=2.30\) nm. The full average gives \(\bar J=2.798\), against 2.794 for a sheet at \(s_{\rm eq}\). The bare standard deviation is
\[
\sigma=51.9\sqrt{2.798}\ \mathrm{mV}=87\ \mathrm{mV}=0.087\ \mathrm V .
\]

Random placement tests the statistics. In 4000 placements at this density, in a disk of radius 250 nm with \(d=0\) and \(s=2\) nm, \(\sigma\) was 87.7 mV for charges of one sign and 87.8 mV for random signs; the formula gives 88.8 mV. The difference, about 1%, is comparable with the sampling error. For one sign, half the interquartile range, taken over the same placements, was 66 mV both at \(s=0.1\) nm and at \(s=0\), where the variance is infinite; inverting the characteristic function for the infinite plane gives 67 mV in both cases, within the sampling error. A Gaussian with the 126 mV of \(s=0.1\) nm would give 85 mV, so \(\sigma\) overstates the typical fluctuation there.

## Bias instability

Suppose that stress makes the interface charge more negative by \(10^{11}\) elementary charges per \(\mathrm{cm^2}\), at \(d=0\). At fixed depletion charge and surface potential, the gate must offset the change in mean potential, so the threshold rises by \(e\,\Delta N\,t/(\epsilon_0\epsilon_o)=0.232\) V.

The variance depends on how this happened. If new negative charges appear at independent sites, \(\sigma\) rises to \(86.9\sqrt{1.1}=91\) mV. If randomly chosen positive charges are neutralized, it falls to \(86.9\sqrt{0.9}=82\) mV. The same shift at fixed mean surface potential accompanies opposite changes in disorder, so the shift alone does not determine the change in \(\sigma\). A threshold defined by a fixed mean carrier density also feels the disorder itself, since \(\sigma\) exceeds the thermal voltage: for an unscreened, non-degenerate sheet at \(s_{\rm eq}\) the two shifts become roughly 0.21 V and 0.27 V.

## What real devices change

The density \(10^{12}\ \mathrm{cm^{-2}}\) represents a rather heavily charged interface. With all else fixed \(\sigma\propto\sqrt N\), and \(10^{11}\ \mathrm{cm^{-2}}\) would give 27 mV. Of the omissions sized here, the largest in strong inversion is screening. If carriers respond linearly,
\[
\bar\phi_k=\frac{\bar\phi_k^{\rm bare}}{1+e^2(\partial n/\partial\mu)V_k},
\]
where \(V_k\) is the profile-averaged potential per unit channel charge, including the gate's images, and \(\mu\) is the chemical potential. With one subband of three valleys and in-plane mass \(0.4\,m_e\) at 300 K, and the profile held fixed, \(\sigma\) falls to 75 mV at \(n=10^{10}\ \mathrm{cm^{-2}}\) and to 9 mV at \(5\times10^{12}\ \mathrm{cm^{-2}}\). The constant \(\partial n/\partial\mu\) overstates the response at short wavelength; the wavevector-dependent static response at 300 K raises the strong-inversion value to about 10 mV. These are rough figures: the bare \(\sigma\) is 3.4 times the thermal voltage, so linear response is not justified in weak inversion. The bare result suits a barely populated channel whose interface charge is fixed; it should not be used for strong inversion. Nor does it hold where interface traps change their occupancy with the local potential, as is common at silicon-carbide interfaces: traps in the interface plane responding linearly would lower \(\sigma\) to roughly 83, 64 and 30 mV for \(10^{11}\), \(10^{12}\) and \(10^{13}\ \mathrm{cm^{-2}\,eV^{-1}}\), even with no free carriers.

Another omission, opposite in sign to carrier screening in weak inversion and at most about as large, is that of the acceptor ions. With \(10^{17}\ \mathrm{cm^{-3}}\) of them and 2.8 V of band bending, the depletion layer is 176 nm deep. Placed independently, they produce 48 mV by themselves at the equivalent sheet depth, if the neutral semiconductor beyond the depletion layer does not respond. Independent variances add, so the total is \(\sqrt{87^2+48^2}\simeq99\) mV, 14% above the interface charges alone. In a real device, carriers in the neutral region screen the deeper ions, so these figures overestimate the acceptors' effect: with the depletion edge treated as a grounded plane, the acceptors give about 40 mV and the total is 94 mV, 8% above the bare value.

Smaller corrections, relative to the bare \(\sigma\), are \(-2.4\)% from treating the depletion edge as a grounded plane (for the interface charges only; the acceptors' part falls by more), \(+1.2\)% from permittivities of 9.7 in the plane and 10.0 along the axis, and \(-0.7\)% from in-plane thermal quantum smearing over 0.78 nm. At 450 K, with \(\sigma\) held fixed, its ratio to the thermal voltage drops to 2.2. With equal numbers of positive and negative interface charges, the mean oxide field is 0.8 MV/cm in weak inversion and 3.1 MV/cm in strong inversion, below the rough 10 MV/cm at which silicon dioxide breaks down. Correlation between charge positions is not sized here; it would invalidate the simple addition of variances. The numerical output lists the remaining intermediate values.

## Table of computed values

```
Oxide thickness: 50 nm
Relative permittivities, oxide and semiconductor: 3.9, 10.0
Charge density: 1.0e+12 cm^-2
Contrast lambda: 0.4388
Constant C(lambda): -0.3388
Prefactor sigma_unit (J=1): 51.93 mV
Sheet depth 0.01 nm, d=0: J=8.179, sigma=148.5 mV
Sheet depth 0.1 nm, d=0: J=5.878, sigma=125.9 mV
Sheet depth 1 nm, d=0: J=3.596, sigma=98.5 mV
Sheet depth 10 nm, d=0: J=1.479, sigma=63.2 mV
Set-back 1 nm, s=0: J=3.568, sigma=98.1 mV
Set-back 2 nm, s=0: J=2.869, sigma=88.0 mV
J growth per tenfold smaller cut-off radius: 2.3025
Natural logarithm of ten: 2.3026
Mean depth of thick channel: 2.50 nm
Profile parameter b: 1.20 nm^-1
Equivalent sheet depth: 2.295 nm
J, thick channel: 2.7982
J, sheet at equivalent depth: 2.7939
Main result, sigma of thick channel: 86.9 mV
Main result in volts: 0.0869 V
Random placement, s=2 nm, sigma: 87.7 mV
Random placement, both signs, sigma: 87.8 mV
Formula for that case, sigma: 88.8 mV
Half interquartile range, s=0.1 nm: 66.08 mV
Half interquartile range, s=0: 66.06 mV
Mean potential, all charges of one sign, d=0: 2.320 V
Bias-induced change of charge density: 1.0e+11 cm^-2
Threshold shift magnitude: 0.232 V
Sigma if new charges appear: 91.1 mV
Sigma if old charges are neutralized: 82.4 mV
Thermal voltage at 300 K: 25.85 mV
Sigma/(kT/q) at 300 K: 3.36
Sigma/(kT/q) at 450 K: 2.24
Weak and strong inversion: 1.0e+10, 5.0e+12 cm^-2
Linearly screened sigma, weak inversion: 75.1 mV
Linearly screened sigma, strong inversion: 9.01 mV
Degeneracy n/(D kT), strong inversion: 0.386
Valleys and in-plane mass: 3, 0.4 m_e
Acceptor density: 1.0e+17 cm^-3
Band bending: 2.8 V
Depletion depth: 176 nm
Sigma from acceptor ions alone: 48.1 mV
Sigma, interface charges and acceptors: 99.3 mV
Sigma change, grounded depletion edge: -2.42 %
Permittivity in plane, along axis: 9.7, 10.0
Sigma change, anisotropy: 1.24 %
In-plane quantum smearing length: 0.784 nm
Sigma change, quantum smearing: -0.65 %
Oxide field, weak inversion: 0.82 MV/cm
Oxide field, strong inversion: 3.14 MV/cm
```
